Valley splitting in silicon wells: the 2k₀ component of the confinement

**1. A ripple in a smooth well**

Take a chain of atomic layers n with one orbital per layer and spacing d = a/4, where a is the silicon lattice constant. Electrons hop to first neighbours with amplitude v and to second neighbours with amplitude u:

(Hψ)_n = (ε₀ + V_n)ψ_n + v(ψ_{n+1} + ψ_{n−1}) + u(ψ_{n+2} + ψ_{n−2}).

The crystal cell a/2 holds two layers and therefore gives two bands, which unfold into one band when the phase per layer, θ = kd, runs from −π to π. For V = 0, a wave e^{iθn} has the energy ε₀ + 2v cos θ + 2u cos 2θ. Choose v = −4u cos θ₀ and ε₀ = 2u + 4u cos²θ₀. Since 2u cos 2θ = 4u cos²θ − 2u, the band becomes

ε(θ) = 4u(cos θ − cos θ₀)².

Its minima, at ±θ₀ with θ₀ = k₀d, are the two valleys. Near a minimum, cos θ − cos θ₀ ≈ −sin θ₀ · q with q = θ − θ₀, so

ε ≈ t q², t = 4u sin²θ₀ = ħ²/(2md²).

The inputs are rounded, silicon-like values: a = 0.543 nm, k₀ = 0.82(2π/a) and longitudinal mass m = 0.92 m₀. They give θ₀ = 1.288, sin θ₀ = 0.960, cos θ₀ = 0.279, u = 0.609 eV and t = 2.247 eV.

In a wide parabolic well the two lowest states are e^{iθ₀n}F_n and e^{−iθ₀n}F_n, with a smooth normalized envelope F. Their computed splitting is below 10⁻¹⁰ meV. Now add a ripple W cos(2θ₀n). It couples the two states by

Δ = Σ_n F_n² W cos(2θ₀n) e^{−2iθ₀n} = (W/2) Σ_n F_n² (1 + e^{−4iθ₀n}) ≈ W/2,

because a smooth F² averages the last exponential away. The matrix with equal diagonal elements and off-diagonal Δ has eigenvalues ±|Δ| about their mean, so the splitting is E_VS = 2|Δ| = W.

For W = 0.50 meV diagonalization gives 0.4999 meV. The same ripple at 1.7k₀ instead of 2k₀ leaves the factor e^{−0.3iθ₀n} in the sum, and the splitting is only 10⁻⁴ meV. The splitting is set by the part of the potential at the wavevector that joins the valleys, not by the potential's overall size. An interface matters because its abruptness supplies that wavevector.

**2. The coupling for a general potential**

Divide the waves into a right half, 0 < θ < π, and a left half, −π < θ < 0. Kinetic energy is diagonal in θ and cannot connect the halves; V can. First keep only the part of V acting within each half. Complex conjugation exchanges the halves and leaves the real V unchanged. The ground states φ₊ and φ₋ = φ₊* are therefore degenerate. Restoring the part of V between the halves gives, with φ₊ = e^{iθ₀n}F_n,

Δ = ⟨φ₊|V|φ₋⟩ = Σ_n V_n (F_n*)² e^{−2iθ₀n}, E_VS ≈ 2|Δ|.

This is the 2k₀ component of the potential weighted by the squared envelope. The weight matters: V far inside a barrier has no effect where F vanishes. A constant added to V has no effect either, since φ₊ and φ₋ are orthogonal.

To go from + to − the inter-half coupling must act an odd number of times. Acting twice, it returns the electron to the half it started from and shifts both states equally. The next correction to Δ is therefore of third order. It is small only for low barriers: at a sharp interface in a field of 5 MV/m the first-order value is 2% low for 150 meV, 6% low for 500 meV and 31% low for 3000 meV.

When F contains only small q, it obeys the effective-mass equation −tF″ + VF = EF, with derivatives taken per layer. One caution applies at a sharp interface. F″ jumps there, so an unrestricted F has a tail of large wavevectors, and the tail of the + function reaches into the − valley. There the form tq² no longer holds: it assigns the tail a large kinetic energy, whereas the band has its other minimum there. If −tF″ is nevertheless used for the kinetic energy, the full coupling ⟨+|H − E|−⟩ contains the factor −tF″ + VF − EF = 0 and appears to vanish. This cancellation belongs to the parabolic approximation, not to the chain. With each state restricted to its own half, the kinetic energy has no element between them, and the potential alone supplies the coupling. For a low barrier, an unrestricted F may still be used to estimate the potential sum: at a sharp 150 meV interface in a field of 5 MV/m, with V = 0 on the well side of the interface, the result is 3% too low, and this error grows with the barrier height (10% at 500 meV). The unrestricted + and − functions are not orthogonal, so this estimate, unlike the half-band coupling, depends on the zero of V: with V = 0 on the barrier side, the same 150 meV case is 0.3% too high.

**3. One sharp interface**

Let an electric field 𝓔 press the electron against a barrier:

V_n = fn + V₀ for n < 0, V_n = fn for n ≥ 0, f = e𝓔d.

Write g_n = V_nF_n² and S = Σ g_n e^{−2iθ₀n}. Shifting the index in one copy of the sum gives

S(1 − e^{−2iθ₀}) = Σ_n (g_n − g_{n−1}) e^{−2iθ₀n}.

If F changes little per layer, the largest difference is the jump −V₀F_e² at n = 0, where F_e² is the edge density per layer. Since |1 − e^{−2iθ₀}| = 2 sin θ₀,

|Δ| ≈ V₀F_e²/(2 sin θ₀).

The edge density follows from force balance. The effective-mass equation on the layers is

−t(F_{n+1} + F_{n−1} − 2F_n) + V_nF_n = EF_n.

Multiply by F_{n+1} − F_{n−1} and sum. The first two kinetic terms give Σ(F²_{n+1} − F²_{n−1}) = 0. The terms with constant coefficients give Σ F_n(F_{n+1} − F_{n−1}) = 0. What remains is

Σ_n V_nF_n(F_{n+1} − F_{n−1}) = Σ_n (V_n − V_{n+1})F_nF_{n+1} = 0.

Each bond contributes −f to the difference V_n − V_{n+1}, and the interface bond contributes an additional V₀. Hence

V₀F_{−1}F₀ = f Σ F_nF_{n+1} ≈ f.

Identifying F_e² with F_{−1}F₀ gives

E_VS = f/sin θ₀.

At 5 MV/m, f = 0.679 meV, so E_VS = 0.679/0.960 = 0.707 meV. Diagonalization also gives 0.707 meV for barriers of 100, 150, 500 and 3000 meV. A higher barrier admits less density, and the product V₀F_e² stays fixed by the force. The agreement at 3000 meV goes beyond what the weak-barrier derivation justifies; the next section shows the corresponding property for a square well.

**4. Two sharp interfaces**

In a square well of N layers, with barriers at n < 0 and n ≥ N, the jumps of g are −V₀F_e² at n = 0 and +V₀F_e² at n = N. Their contributions differ in phase by 2Nθ₀:

|Δ| ≈ V₀F_e² |1 − e^{−2iNθ₀}|/(2 sin θ₀) = V₀F_e² |sin Nθ₀|/sin θ₀.

The two interfaces alternately reinforce and cancel. The period in well width is π/k₀ = 0.331 nm, or 2.44 layers, sampled at whole layers.

This can be checked without perturbation theory by matching waves. Measure position x from the well centre. At energy E inside the well there are two wavenumbers k₁ > k₂, with

cos k₂ − cos θ₀ = cos θ₀ − cos k₁ = √(E/4u).

In the barrier, cos k′ = cos θ₀ ± i√((V₀ − E)/4u). The decaying solutions are powers of λ and λ*, with |λ| < 1, so the outer wave obeys

ψ_{x+2} − (λ + λ*)ψ_{x+1} + |λ|²ψ_x = 0.

Because hopping reaches two layers, the inner formula holds up to two layers beyond the well and the outer formula down to two layers inside it. They overlap on four layers, and the recurrence must hold starting from x = (N−3)/2 and from x = (N−1)/2.

For an even state, A₁cos k₁x + A₂cos k₂x, applying the recurrence to cos kx gives Re[e^{ikx}p(k)], where

p(k) = (e^{ik} − λ)(e^{ik} − λ*) = |p|e^{iφ(k)}.

With Φ_j = k_j(N−2)/2 + φ(k_j), the two conditions read Σ_j A_j|p_j|cos(Φ_j ∓ k_j/2) = 0. A nonzero solution requires

cos(Φ₁ − k₁/2)cos(Φ₂ + k₂/2) − cos(Φ₁ + k₁/2)cos(Φ₂ − k₂/2) = 0.

Let s = (k₁+k₂)/2 and δ = (k₁−k₂)/2. Turning products into sums, and then differences of cosines back into products, gives

sin(Φ₁−Φ₂) sin s + sin(Φ₁+Φ₂) sin δ = 0.

Odd states have sines in place of cosines, which reverses the second sign.

For a wide well δ is small and s ≈ θ₀. Expanding φ about θ₀,

Φ₁ − Φ₂ ≈ δL, L = N − 2 + 2φ′(θ₀),
Φ₁ + Φ₂ ≈ Θ = (N−2)θ₀ + 2φ(θ₀).

The lowest pair has δL near π. Using sin(π + y) ≈ −y, and δ ≈ π/L in the small term,

δ = π/L ± π sin Θ/(L² sin θ₀).

From cos k₂ − cos k₁ = 2 sin s sin δ it follows that E = 4u sin²s sin²δ ≈ 4u sin²θ₀ δ². The difference of the two energies is 8u sin²θ₀ · (π/L) · 2π|sin Θ|/(L² sin θ₀), or

E_VS = (16π²u sin θ₀/L³) |sin Θ|.

With the mean energy E₁ = 4u sin²θ₀ π²/L², this equals (2/sin θ₀)|dE₁/dL||sin Θ|. The amplitude is thus set by the force on a wall, whatever the barrier height. The height enters through L and the phase Θ.

Two limits follow.

- Hard walls: λ = 0, so φ(k) = 2k, L = N + 2 and Θ = (N+2)θ₀.
- Weak barriers, with κ = √(V₀/t) ≪ 1 but δ ≪ κ: λ ≈ e^{iθ₀}(1−κ), hence p ≈ κe^{iθ₀} · 2i sin θ₀. Then φ = θ₀ + π/2 and Θ = Nθ₀ + π, which is the oscillation found from the two jumps. The slope is φ′ = Re[e^{iθ₀}/(e^{iθ₀}−λ) + e^{iθ₀}/(e^{iθ₀}−λ*)]. With λ taken to second order in κ, the first term is 1/κ + 1/2 and the second is 1/2, up to terms that vanish with κ. Hence L = N − 2 + 2φ′ ≈ N + 2/κ.

For V₀ = 150 meV, κ = √(0.150/2.247) = 0.258. At N = 60 the weak-barrier form has L ≈ 67.7, an amplitude of 0.297 meV and |sin 60θ₀| = 0.95, hence 0.28 meV. The matching law gives 0.289 meV, as does the chain.

At N = 61 the weak-barrier form is almost at a node and gives about 0.01 meV. The matching law keeps the full interface phase and gives 0.032 meV, against 0.036 meV from the chain. Near a node this phase controls the result. Over 50 to 64 layers the law errs by at most 1.9% of the oscillation amplitude, and the half-band formula of section 2 by at most 1.3%.

**5. Smoothing: many interfaces in depth**

Return to one interface in the field, with V₀ = 150 meV, and let the barrier fall in several drops, a fraction w_j of V₀ at layer j. If F² were constant across them, the sharp coupling would be multiplied by

G = |Σ_j w_j e^{−2iθ₀j}|.

For M equal drops this is a geometric sum:

G = |1 − e^{−2iMθ₀}|/(M|1 − e^{−2iθ₀}|) = |sin Mθ₀|/(M sin θ₀).

Two drops give |cos θ₀| = 0.279, since neighbouring layers contribute almost oppositely. The chain keeps 0.36 of the sharp splitting. For M = 5 the contrast is larger: G = 0.03, but the chain keeps 0.20.

The discrepancy comes from treating F² as constant. Using the effective-mass envelope in Σ V_nF_n²e^{−2iθ₀n} gives 0.35 and 0.20 for these two cases. Density is larger on the well side, and in these two cases the contributions therefore cancel less completely than equal weights would. Linear grading does not reduce the splitting monotonically either: six drops keep 0.23. Unlike the sharp splitting, these fractions depend on the barrier height: at 500 meV, two drops keep 0.49.

An error-function profile has no corners. Let its standard width be σ layers. The drop between neighbouring layers is a Gaussian integrated over one layer, and the leading term of its Fourier sum is

G ≈ (sin θ₀/θ₀) exp(−2θ₀²σ²).

For σ = 1, or 0.136 nm, this is 0.746 × 0.036 = 0.027. The chain keeps 0.035, reducing 0.707 meV to 0.025 meV. For σ = 2, or 0.27 nm, the chain keeps 8 × 10⁻⁵, whereas G is 1.3 × 10⁻⁶.

The collapse is real, but the Fourier component of V alone overstates it by a factor of about 60 at the larger width. The half-band formula still agrees with the chain there. It uses the same V and differs from G only in the envelope, so the excess comes from the variation of the envelope across the interface, which G leaves out. How this part falls with σ is not derived here.

**6. Steps: many interfaces across the dot**

Suppose the interface lies s(x) layers higher at lateral position x. The envelope moves with it, F_{n−s}, while the valley phase e^{±iθ₀n} stays tied to the crystal. Substituting n = m + s in the coupling sum gives Δ(x) = Δ₀e^{−2iθ₀s(x)}. A dot whose lateral density puts probability p_s on terrace s has

E_VS = 2|Δ₀| |Σ_s p_s e^{−2iθ₀s}|.

This first-order average requires the lateral level spacing to be much larger than the valley coupling. Here the spacing is 4 meV and |Δ₀| is 0.35 meV.

For a single step with probability p on the upper terrace, the squared factor is

(1−p)² + p² + 2p(1−p)cos 2θ₀ = 1 − 4p(1−p)sin²θ₀.

At p = 1/2 the factor is |cos θ₀| = 0.279. A step two layers high would instead give |cos 2θ₀| = |2(0.279)² − 1| = 0.84. Damage therefore depends on the phase of a step, not simply on its height.

In a two-dimensional calculation with V₀ = 150 meV, transverse mass 0.19 m₀ and lateral density width 7.1 nm, a one-layer step through the dot centre reduces 0.707 meV to 0.205 meV, a factor of 0.29. The phase sum gives 0.30 rather than 0.279 because the field raises the upper terrace by f and makes the occupations unequal. Moving the step 6 nm off centre, so that the dot lies mainly on the lower terrace, restores the factor to 0.68; the opposite shift gives about 0.61. Steps every 8 nm reduce it to 0.058, or 0.041 meV. The phase sum agrees with these cases to 0.02–0.03 of the sharp splitting. The values use a 2 nm lateral grid; a grid three times finer changes 0.205 meV to 0.203 meV, 0.68 to 0.67, and 0.058 to 0.056 (0.040 meV).

**7. Relative weights and limits**

At 5 MV/m a flat, sharp interface supplies 0.71 meV. For a 150 meV barrier, one intermediate layer multiplies this by 0.36, and a central one-layer step by 0.29. If the same graded profile follows the step, the factors multiply at leading order, since grading changes Δ₀ and the step changes its lateral average. The estimate is 0.707 × 0.36 × 0.29 ≈ 0.07 meV. In the square well, a change of one layer can do comparable damage: from N = 60 to 61 the splitting falls from 0.29 to 0.036 meV. Which widths lie near a node depends sensitively on k₀: for k₀ = 0.83(2π/a) the same two wells give 0.13 and 0.21 meV, and for 0.85(2π/a) they give 0.29 and 0.10 meV, while the one-intermediate-layer factor moves only from 0.36 to 0.33.

The mechanism in each case is the addition of phases: between two interfaces, through the depth of one interface, or across the area of a dot. The model omits alloy disorder, spin and the detailed Bloch functions of silicon. Disorder can supply its own 2k₀ component when the smooth profile supplies almost none, so the smallest splittings found here should not be read as predictions for an alloy barrier. The numerical output lists the remaining cases.

Numbers as computed

```
lattice constant 0.543 nm, layer spacing 0.13575 nm
k0 = 0.82 (2 pi/a); theta0 = 1.2881 rad
masses: longitudinal 0.92, transverse 0.19 m0
hoppings: v = -0.6799 eV, u = 0.6092 eV; t = 2.2473 eV
sin(theta0) = 0.9603, cos(theta0) = 0.2790
band energy at k=0 above the minimum: 1.267 eV
parabolic well, no ripple: splitting 1.78e-11 meV
ripple 0.50 meV at 2 k0: splitting 0.4999 meV
same ripple at 1.7 k0: splitting 9.68e-05 meV
one interface, V0 100 meV: 0.7071 meV
one interface, V0 150 meV: 0.7072 meV
one interface, V0 500 meV: 0.7072 meV
one interface, V0 3000 meV: 0.7072 meV
field 5.0 MV/m: f = 0.6787 meV per layer
barrier times edge density: 0.6778 meV
law f/sin(theta0): 0.7068 meV
square well, V0 150 meV: layers, width nm, chain, law, 1st order (meV)
  56 7.602 0.0994 0.0941 0.0981
  57 7.738 0.2817 0.2860 0.2782
  58 7.874 0.2408 0.2382 0.2377
  59 8.009 0.1289 0.1341 0.1272
  60 8.145 0.2891 0.2894 0.2852
  61 8.281 0.0362 0.0318 0.0356
  62 8.417 0.2457 0.2483 0.2425
  63 8.552 0.1646 0.1620 0.1624
oscillation period in width, pi/k0: 0.3311 nm
largest error / amplitude: law 0.0186, 1st order 0.0134
hard walls, largest error / amplitude: 0.0218
linear grading, splitting / sharp: M, chain, half-band, envelope, bare
  1 1.0000 0.9835 0.9681 1.0000
  2 0.3585 0.3572 0.3519 0.2790
  3 0.3024 0.3021 0.2962 0.2296
  4 0.2892 0.2890 0.2848 0.2356
  5 0.2038 0.2037 0.2007 0.0326
  6 0.2271 0.2270 0.2238 0.1722
error-function grading: sigma nm, chain, half-band, bare (/ sharp)
  0.0679 3.920e-01 3.902e-01 4.182e-01
  0.1358 3.494e-02 3.489e-02 2.754e-02
  0.2036 1.784e-03 1.783e-03 4.268e-04
  0.2715 8.059e-05 8.050e-05 1.283e-06
dot: lateral quantum 4.0 meV, density width 7.08 nm
steps in the dot: splitting meV, ratio to sharp, phase-sum ratio
  flat: 0.7072 1.0000 1.0000
  one step at 0 nm: 0.2045 0.2892 0.3014
  one step at 6 nm: 0.4797 0.6783 0.6988
  step every 16 nm: 0.1890 0.2673 0.2774
  step every 8 nm: 0.0410 0.0579 0.0579
```
